# Langevin capture: why an ion-neutral rate does not depend on temperature

An ion with a charge of magnitude $q$ attracts a neutral without a permanent dipole through the dipole that it induces. If the motion is classical, the attraction is isotropic, and every pair that gets over the centrifugal barrier reacts, the rate coefficient is

$$k_L=2\pi\sqrt{\frac{2C_4}{\mu}}=q\sqrt{\frac{\pi a}{\varepsilon_0\mu}},\qquad C_4=\frac{a q^2}{8\pi\varepsilon_0}. \tag{1}$$

Here $\mu$ is the reduced mass and $a$ the mean polarizability volume of the neutral, so that its SI polarizability is $\alpha=4\pi\varepsilon_0a$. No energy appears in (1), and therefore no temperature. The rate coefficient is defined by (reactions per volume and time) $=k\,n_{\rm ion}n_{\rm neutral}$. Strictly, $k_L$ is a capture rate; it is the reaction rate when the probability of reaction after capture is one.

Two derivations follow. The first finds which trajectories are captured. The second counts the flow of phase-space points over the barrier. Both start from the same potential.

## The potential

At distance $r$ the ion produces the field $F=q/(4\pi\varepsilon_0r^2)$. A dipole $p$ in this field has energy $-pF$, but creating it costs the internal energy $p^2/(2\alpha)$. The total, $p^2/(2\alpha)-pF$, is smallest where $p/\alpha-F=0$, that is at $p=\alpha F$, and its value there is

$$V=\frac{\alpha F^2}{2}-\alpha F^2=-\frac{\alpha F^2}{2}
=-\frac{4\pi\varepsilon_0a}{2}\,\frac{q^2}{16\pi^2\varepsilon_0^2r^4}=-\frac{C_4}{r^4}. \tag{2}$$

The factor one half is thus the cost of polarizing the neutral. The formula assumes that the electrons follow the ion without delay, that the dipole stays proportional to the field, and that the field is nearly uniform across the molecule.

For a linear molecule whose axis makes an angle $\theta$ with the line to the ion, the polarization energy is $-\tfrac12F^2(\alpha_\perp+(\alpha_\parallel-\alpha_\perp)\cos^2\theta)$. There is also a charge-quadrupole energy proportional to $P_2(\cos\theta)/r^3$, with $P_2(x)=(3x^2-1)/2$. Over all directions the mean of $\cos^2\theta$ is $1/3$, so the mean of $P_2$ is zero. The quadrupole term drops out, and the polarizability becomes $\alpha=(\alpha_\parallel+2\alpha_\perp)/3$. Using this average as the potential of each collision is an assumption, whose cost is estimated below.

## First derivation: which trajectories are captured

Let the relative motion start at large distance with speed $v$, energy $E=\mu v^2/2$ and impact parameter $b$. The force is central, so the angular momentum $L=\mu vb$ is conserved. Since $L^2/(2\mu)=\mu v^2b^2/2=Eb^2$, energy conservation reads

$$E=\frac{\mu\dot r^2}{2}+V_{\rm eff}(r),\qquad V_{\rm eff}(r)=\frac{Eb^2}{r^2}-\frac{C_4}{r^4}. \tag{3}$$

The centrifugal term dominates at large $r$ and the attraction at small $r$, so there is a barrier between them. Its top lies where

$$\frac{dV_{\rm eff}}{dr}=-\frac{2Eb^2}{r^3}+\frac{4C_4}{r^5}=0
\quad\Rightarrow\quad r^2=\frac{2C_4}{Eb^2}. \tag{4}$$

Inserting this radius gives the height

$$V_{\rm max}=Eb^2\,\frac{Eb^2}{2C_4}-C_4\,\frac{E^2b^4}{4C_4^2}=\frac{E^2b^4}{4C_4}. \tag{5}$$

If $V_{\rm max}<E$, then $\dot r^2$ stays positive at every $r$. An approaching pair cannot turn round, and it falls inward until short-range forces take over. If $V_{\rm max}>E$, the pair turns back outside the barrier. The boundary, $V_{\rm max}=E$, gives

$$b_c^4=\frac{4C_4}{E},\qquad r_c^2=\frac{2C_4}{Eb_c^2}=\sqrt{\frac{C_4}{E}},\qquad b_c=\sqrt2\,r_c. \tag{6}$$

At $r_c$ the attraction has the strength $C_4/r_c^4=E$: capture is decided where the polarization energy equals the collision energy.

All impact parameters below $b_c$ lead to capture, so the cross-section is the area of a disc,

$$\sigma=\pi b_c^2=2\pi\sqrt{\frac{C_4}{E}}. \tag{7}$$

Multiplication by the speed $v=\sqrt{2E/\mu}$ gives

$$v\sigma=\sqrt{\frac{2E}{\mu}}\;2\pi\sqrt{\frac{C_4}{E}}=2\pi\sqrt{\frac{2C_4}{\mu}}=k_L. \tag{8}$$

A faster ion covers more distance per second, but its target area is smaller in the same proportion, so the volume swept per second is unchanged. With $C_4$ from (1), $2\pi\sqrt{2C_4/\mu}=\sqrt{4\pi^2aq^2/(4\pi\varepsilon_0\mu)}$, which is the second form of $k_L$.

For a normalized distribution $g(\mathbf v)$ of relative velocities,

$$k=\int g(\mathbf v)\,v\sigma\,d^3v=k_L\int g(\mathbf v)\,d^3v=k_L. \tag{9}$$

The distribution need be neither thermal nor isotropic. Ions that drift in a weak field have the same $k$ as ions at rest on average, as long as the collision energies stay within the limits found below.

### What is special about the fourth power

Setting $\dot r=0$ in (3) for a general attraction $V(r)$ shows that a turning point at $r$ requires $b^2=r^2(1-V/E)$. A pair is captured if its $b^2$ lies below the minimum of the right-hand side. For $V=-C_n/r^n$ with $n>2$, the function to minimize is $r^2+C_n/(Er^{n-2})$. Its derivative vanishes when

$$2r=\frac{(n-2)C_n}{Er^{n-1}}\quad\Rightarrow\quad r^n=\frac{(n-2)C_n}{2E}. \tag{10}$$

At this radius $C_n/(Er^{n-2})=2r^2/(n-2)$, so $b_c^2=r^2\,n/(n-2)$, which varies as $E^{-2/n}$. Hence

$$v\sigma\propto E^{1/2-2/n}. \tag{11}$$

The exponent vanishes for $n=4$. It is $-1/6$ for $n=3$ and $+1/6$ for $n=6$. Numerical minimization of $r^2(1-V/E)$ gave $-0.1667$, $0.0000$ and $+0.1667$ for $n=3$, 4 and 6.

The case $n=2$ must be treated by itself. It describes a permanent dipole held pointing at the ion, $V=-C_2/r^2$. Then $b^2=r^2+C_2/E$ has its lower limit $C_2/E$ at $r\to0$, so $\sigma=\pi C_2/E$ and $v\sigma\propto E^{-1/2}$. The constant rate therefore does not carry over to this model of a polar neutral.

## Second derivation: flow over the barrier

Place one ion at the origin of the relative coordinates and surround it with neutrals of density $n$. Far away, let the density of points in phase space be $n f(H)$, where $H$ is the energy of relative motion and $f$ is normalized by $\int f\,d^3p=1$. The dependence on energy alone makes the distribution isotropic. A thermal gas has

$$f(H)=(2\pi\mu k_BT)^{-3/2}e^{-H/k_BT}. \tag{12}$$

Split the momentum into a radial part $p_r$ and a transverse part of magnitude $L/r$. The transverse momentum is a vector in a plane, so its volume element, integrated over its direction, is $2\pi(L/r)\,d(L/r)=2\pi L\,dL/r^2$ at fixed $r$. The position element, integrated over direction, is $4\pi r^2dr$. The product is

$$d^3r\,d^3p\;\to\;8\pi^2L\,dL\,dr\,dp_r. \tag{13}$$

The factors of $r$ have cancelled. For each $L$ the motion is one-dimensional, with

$$H=\frac{p_r^2}{2\mu}+\frac{L^2}{2\mu r^2}-\frac{C_4}{r^4}. \tag{14}$$

The barrier height follows from (5) with $Eb^2$ replaced by $L^2/(2\mu)$:

$$E^\ddagger(L)=\frac{1}{4C_4}\left(\frac{L^2}{2\mu}\right)^2=\frac{L^4}{16\mu^2C_4}. \tag{15}$$

Now count the points that cross the barrier top inward. Each such point came from infinity, because outside the top $V_{\rm eff}$ only falls with increasing $r$ and cannot have reversed the motion. Phase-space density is constant along a trajectory (Liouville's theorem), and so is $H$. The density of inward-moving points at the top is therefore still $nf(H)$, even if reaction removes everything inside and nothing returns. Points cross with radial speed $|p_r|/\mu$. Dividing the flow by $n$ gives

$$k=8\pi^2\int_0^\infty L\,dL\int_0^\infty\frac{p}{\mu}\,f\!\left(E^\ddagger(L)+\frac{p^2}{2\mu}\right)dp,\qquad p=|p_r|. \tag{16}$$

### Thermal gas

With (12), the momentum integral is $\int_0^\infty(p/\mu)e^{-p^2/2\mu k_BT}dp=k_BT$. In the remaining integral put $s=16\mu^2C_4k_BT$ and $u=L^2$, so that $L\,dL=du/2$:

$$\int_0^\infty L\,e^{-L^4/s}dL=\frac12\int_0^\infty e^{-u^2/s}du=\frac{\sqrt{\pi s}}{4}=\mu\sqrt{\pi C_4k_BT}. \tag{17}$$

Collecting the factors,

$$k=\frac{8\pi^2\,k_BT\,\mu\sqrt{\pi C_4k_BT}}{(2\pi\mu k_BT)^{3/2}}
=\frac{8\pi^{5/2}}{2^{3/2}\pi^{3/2}}\sqrt{\frac{C_4}{\mu}}=2\pi\sqrt{\frac{2C_4}{\mu}}. \tag{18}$$

The numerator contains $T^{3/2}$: one power from the flow in $p_r$ and a half power from the growing range of $L$ that can pass. The denominator contains the same $T^{3/2}$, because a hotter gas spreads over more momentum space.

### Any isotropic distribution

The thermal form is not needed. At fixed $L$, $p\,dp/\mu=dH$, so the inner integral in (16) runs over energies $H>E^\ddagger(L)$. Exchanging the order, a given $H$ admits all $L$ below $L_c$, where (15) gives $L_c^2=4\mu\sqrt{C_4H}$. Since $\int_0^{L_c}L\,dL=L_c^2/2$,

$$k=8\pi^2\int_0^\infty f(H)\,\frac{L_c^2}{2}\,dH=16\pi^2\mu\sqrt{C_4}\int_0^\infty\sqrt H\,f(H)\,dH. \tag{19}$$

The normalization at large distance, where $H=p^2/2\mu$ and $p^2dp=\mu\sqrt{2\mu H}\,dH$, reads

$$1=4\pi\int_0^\infty p^2f\,dp=4\sqrt2\,\pi\mu^{3/2}\int_0^\infty\sqrt H\,f(H)\,dH. \tag{20}$$

The same integral appears in both lines. Eliminating it gives $k=16\pi^2\mu\sqrt{C_4}/(4\sqrt2\,\pi\mu^{3/2})=2\pi\sqrt{2C_4/\mu}$ once more.

## What each derivation assumes

Both need the isotropic potential (2), classical two-body motion, a barrier outside the region of chemical contact, and reaction after every capture. They differ in the following respects.

The first derivation works at one velocity. It yields a cross-section and holds for any distribution of velocities, including a beam. The second, as written, needs a distribution that depends on energy alone, and it gives the rate without first finding a cross-section. In return it shows what a rate theory based on flow requires: a dividing surface that no trajectory recrosses, and a known density on it.

The surface must sit at the barrier top of each $L$ separately. Suppose instead that one sphere of radius $R$ served for all $L$, with a full thermal population on it. The density there would be $n e^{x}$, with $x=C_4/(R^4k_BT)$, and the inward flow per area would be one quarter of density times mean speed $\bar v=\sqrt{8k_BT/(\pi\mu)}$. This gives

$$k_R=\pi R^2\bar v\,e^{x}=\pi\bar v\sqrt{\frac{C_4}{k_BT}}\;x^{-1/2}e^{x}. \tag{21}$$

The smallest value, where $-1/(2x)+1=0$, is at $x=1/2$, with $x^{-1/2}e^x=\sqrt{2e}$ ($e$ here is the base of logarithms). Then $k_R=4\sqrt{\pi e\,C_4/\mu}$, and $k_R/k_L=\sqrt{2e/\pi}\approx1.32$. Even the best single sphere overcounts by 32% relative to $k_L$, since it includes inward-moving points that will turn back or that never came from outside. The result is nevertheless independent of temperature.

Dimensions explain why. From $C_4$, $\mu$ and $E$ one can form a single length, $(C_4/E)^{1/4}$, and a single speed, $(E/\mu)^{1/2}$, but no dimensionless number. A rate coefficient is a length squared times a speed, so it must be a pure number times $\sqrt{C_4/\mu}$. The derivations are needed for the number $2\sqrt2\,\pi$. A further length, such as a contact radius, or a further constant, such as $\hbar$, spoils the argument and lets temperature in.

## Example: H$_2^+$ in a hydrogen discharge

The reaction H$_2^+$ + H$_2$ → H$_3^+$ + H converts the ion first formed by electron impact in hydrogen plasmas. Take 0.1 Torr and a gas temperature of 500 K as example values.

The polarizability of H$_2$ was computed with full configuration interaction in the aug-cc-pVTZ basis at fixed nuclei, 0.0768 nm apart, the computed mean bond length of the vibrational ground state. The values carry the error of the finite basis: aug-cc-pVQZ lowers the two components by about 0.001 and 0.003 Å$^3$ and the mean by about 0.002 Å$^3$, which lowers $k_L$ by 0.15%. They also leave out the averaging of the polarizability over the vibration. The components are 0.9988 and 0.7063 Å$^3$, so $a=(0.9988+2\times0.7063)/3=0.8038$ Å$^3$.

The potential was tested by computing the energy of H$_2$ beside a unit point charge and averaging over orientation. At 1.270 nm the result is 1.0056 times $-C_4/r^4$. Between 0.635 and 1.270 nm the energy falls as the power 4.031 of $1/r$. Both deviations have the sign expected of an induced quadrupole, which adds an attraction of shorter range. A response of the electrons that is not linear in the field contributes as well: the part of the excess that changes sign with the charge is about a sixth of it at 1.270 nm and about 30% at 0.635 nm. The last digits depend on the basis; a second shell of diffuse functions gives about 1.0064 and 4.036.

With $\mu=1.6733\times10^{-27}$ kg,

$$k_L=1.602\times10^{-19}\sqrt{\frac{\pi\times0.8038\times10^{-30}}{8.854\times10^{-12}\times1.6733\times10^{-27}}}\ \frac{\rm m^3}{\rm s}=2.09\times10^{-15}\ \frac{\rm m^3}{\rm s}, \tag{22}$$

or $2.09\times10^{-9}$ cm$^3$/s. Measured thermal rates are roughly $2\times10^{-9}$ cm$^3$/s. That agreement does not confirm each assumption separately.

At $E=k_BT=43.09$ meV and $C_4=5.787\times10^{-4}$ eV nm$^4$, the barrier radius is $r_c=(5.787\times10^{-4}/0.04309)^{1/4}=0.340$ nm. Then $b_c=\sqrt2\,r_c=0.481$ nm and $\sigma=\pi b_c^2=0.728$ nm$^2$.

Newton's equations were also integrated for many impact parameters to locate the edge of capture. For $E=k_BT$ at 100, 500 and 5000 K it lies at 0.7199, 0.4814 and 0.2707 nm. The first and last differ by a factor 2.66, which is $50^{1/4}$, and all three give $2.092\times10^{-9}$ cm$^3$/s.

The gas density is $1.93\times10^{15}$ cm$^{-3}$, so an H$_2^+$ ion lives for $1/(2.09\times10^{-9}\times1.93\times10^{15})\ {\rm s}=0.25$ µs. At its mean thermal speed of 2292 m/s it would cover 0.57 mm. In a discharge centimetres wide, the model thus has most H$_2^+$ formed in the bulk converted before it reaches a wall.

## Where the result fails

**Contact.** Let the molecules react on touching at a distance $R$. For $E>E_R=C_4/R^4$ the barrier lies inside $R$, and capture requires $b^2<R^2+C_4/(ER^2)$. Multiplying by $\pi v$ and dividing by $k_L$,

$$\frac{v\sigma}{k_L}=\frac12\left(\sqrt{\frac{E}{E_R}}+\sqrt{\frac{E_R}{E}}\right)\qquad(E>E_R). \tag{23}$$

A chosen $R=0.20$ nm gives $E_R=0.36$ eV. The thermal rate is unchanged to the printed digits at 500 K and 7% above $k_L$ at 5000 K.

In the sheath of a discharge, where the field accelerates the ions, the collision energy can far exceed $E_R$. A 50 eV ion striking H$_2$ at rest has a collision energy of 25 eV, because the masses are nearly equal. The formal $r_c$ is then 0.069 nm, less than the bond length of H$_2$. Equation (23) would give $\tfrac12(\sqrt{69}+1/\sqrt{69})\approx4.2$ times $k_L$, but this counts contacts. The chance that a contact at 25 eV forms H$_3^+$ is outside the model, so $k_L$ should not be used there.

**Shorter-range attraction.** The point-charge test above does not reach the barrier radius at 500 K, 0.340 nm. The fitted power 4.031 puts the excess at 0.635 nm at $1.0056\times2^{0.031}-1\approx0.027$. If it grows from there as $1/r^2$, as for an induced quadrupole, it is $0.027\times(0.635/0.340)^2\approx0.09$ at the barrier radius. This is an underestimate: between the two test points the excess grew nearly fivefold, while $1/r^2$ gives a factor of four. The same point-charge calculation done at the barrier radius gives 0.14, much of it from the nonlinear response, and 0.18 with a second shell of diffuse functions. To first order, a fractional excess $\delta$ at $r_c$ raises $b_c^2$ by the fraction $\delta/2$. The thermal rate on the orientation-averaged point-charge potential (aug-cc-pVTZ) is about 7% above $k_L$ at 500 K. H$_2^+$ is moreover not a point charge: its dispersion attraction to H$_2$, $-C_6/r^6$ with $C_6\approx6$ atomic units, adds a further fraction of about 0.06 at $r_c$ and brings the rate to about 9% above $k_L$. Since $r_c$ shrinks as the energy grows, this correction also brings in a rise with temperature: without dispersion, from about 3% above $k_L$ at 100 K to about 13% at 2000 K.

**Anisotropy.** At $r_c$ for 500 K the quadrupole energy scale is 50 meV, larger than the 43 meV of polarization. Its estimated effect on the rate is much smaller. A rotating molecule feels only the mean of $P_2$ to first order, and for each $J$ these first-order shifts cancel in the average over the orientations $m$ of the rotation. An estimate that lets each rotational state follow the approaching ion adiabatically raises the rate by 5.7% for $J=0$, by 2.6% for $J=1$, and by 1.8% for the thermal mean over $J=0$ to 5. For $J=0$ the first-order shift is zero and the coupling to higher levels can only lower the energy, which adds attraction.

**Charge exchange.** The electron hole can hop between the two molecules. For H$_2$ molecules side by side at $r_c$, the Hartree-Fock orbital splitting gives a coupling of 115 meV. Multiplied by the squared vibrational overlap of the two ground states, 0.092, it becomes 10.6 meV, a quarter of the polarization energy. This is a rough size for one orientation and for unexcited ions, and its effect on the rate was not computed. At the same distance between centres, the T-shaped and collinear arrangements give larger electronic couplings, about 147 and 174 meV. Without the vibrational reduction the coupling would exceed the polarization energy, so the size of this effect at 500 K remains open.

**Quantum motion.** From $L_c=2\sqrt\mu\,(C_4E)^{1/4}$, collisions at $E=k_BT$ and 500 K involve angular momenta up to about $22\hbar$, so a classical count is reasonable. Since $L_c\propto T^{1/4}$, it falls to $\hbar$ at about 2 mK, far below any discharge.

The numerical output below lists the values used here, except the basis shifts, the split of the excess by the sign of the charge, the point-charge results at the barrier radius with the rates that follow from them, the dispersion estimate and the couplings for the other two orientations.

## Numbers as computed

```
mean H2 bond length, v=0: 0.0768 nm
H2 polarizability volume, parallel: 0.9988 A^3
H2 polarizability volume, perpendicular: 0.7063 A^3
H2 polarizability volume, mean: 0.8038 A^3
H2 quadrupole moment: 0.4875 e a0^2
C4: 5.7871e-04 eV nm^4
reduced mass: 1.0077 u = 1.6733e-27 kg
point-charge test distances: 0.635 and 1.270 nm
computed mean energy / (-C4/r^4), far point: 1.0056
fitted power of 1/r between the points: 4.031
Langevin rate from formula: 2.0917e-09 cm3/s = 2.0917e-15 m3/s
trajectories, E=kT at 100 K: b_c 0.7199 nm, k 2.0917e-09 cm3/s
trajectories, E=kT at 500 K: b_c 0.4814 nm, k 2.0917e-09 cm3/s
trajectories, E=kT at 5000 K: b_c 0.2707 nm, k 2.0917e-09 cm3/s
Maxwell-averaged rate at 100 K: 2.0917e-09 cm3/s
Maxwell-averaged rate at 500 K: 2.0917e-09 cm3/s
Maxwell-averaged rate at 5000 K: 2.0917e-09 cm3/s
power of E in v*sigma for V ~ -1/r^3: -0.1667
power of E in v*sigma for V ~ -1/r^4: +0.0000
power of E in v*sigma for V ~ -1/r^6: +0.1667
kT at 500 K: 43.09 meV
barrier radius r_c at E=kT: 0.3404 nm
critical impact parameter at E=kT: 0.4814 nm
capture cross-section at E=kT: 0.7282 nm^2
gas pressure 0.1 Torr, density: 1.931e+15 cm^-3
H2+ lifetime before capture: 0.248 us
H2+ mean thermal speed: 2292 m/s
path at that speed in one lifetime: 0.567 mm
chosen contact distance: 0.20 nm
collision energy with r_c = contact: 0.362 eV
rate with absorbing contact sphere / Langevin, 100 K: 1.0000
rate with absorbing contact sphere / Langevin, 500 K: 1.0000
rate with absorbing contact sphere / Langevin, 5000 K: 1.0709
rotor-channel rate / Langevin, J=0, 500 K: 1.0574
rotor-channel rate / Langevin, J=1, 500 K: 1.0264
rotor-channel rate / Langevin, J=0-5 mean, 500 K: 1.0184
quadrupole energy Q/r^3 at r_c: 49.82 meV
critical angular momentum at E=kT: 21.9 hbar
temperature where it falls to 1 hbar: 2.16 mK
electronic exchange coupling at r_c: 115.12 meV
the same, 0.106 nm farther out: 16.55 meV
vibrational overlap squared, H2(v=0)-H2+(v=0): 0.0922
exchange coupling with overlap at r_c: 10.611 meV
r_c for a 50 eV sheath ion: 0.0694 nm
```
